# Photoelectron Film Thickness with the Jablonski–Powell Attenuation Length: a numerical check

```python
"""Effective attenuation length (EAL) of photoelectrons in a planar film.

Result under test: L = lam * (1 - 0.735 * omega), omega = lam / (lam + lam_tr),
a fitted mean value of the practical EAL near normal emission.
  lam     inelastic mean free path (nm)
  lam_tr  transport mean free path (nm)
  omega   single-scattering albedo; lam_t = lam * (1 - omega) total mean free path
  mu      cosine of the emission angle from the surface normal
  tau     depth / lam_t;  phi(tau) escape function of an isotropic emitter
Practical EAL: L(t) = t / (mu * ln(S(0) / S(t))), S(t) = signal from below depth t.
The transport integral equation is solved on cells and checked by Monte Carlo.
"""
import numpy as np
from scipy.special import expn
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.integrate import quad

lam, lam_tr = 3.0, 12.0
omega = lam / (lam + lam_tr)
lam_t = 1.0 / (1.0 / lam + 1.0 / lam_tr)
L_formula = lam * (1 - 0.735 * omega)

# Cells in optical depth, finer near the surface
n_cells = 1000
edges = 30.0 * np.linspace(0, 1, n_cells + 1) ** 1.5
width = np.diff(edges)
middle = 0.5 * (edges[1:] + edges[:-1])
# G has second derivative E1(|x|), so its differences integrate E1 over cell pairs
distance = np.abs(edges[:, None] - edges[None, :])
G = expn(3, distance) + distance
kernel = -(G[1:, 1:] - G[1:, :-1] - G[:-1, 1:] + G[:-1, :-1])


def escape_function(albedo, mu):
    """Cell averages of phi; albedo may be a number or one value per cell."""
    albedo = np.broadcast_to(albedo, (n_cells,))
    direct = mu * (np.exp(-edges[:-1] / mu) - np.exp(-edges[1:] / mu))
    return np.linalg.solve(np.diag(width) - 0.5 * kernel * albedo[None, :], direct)


def signal_below(phi):
    """Integral of phi from each cell edge downward (last edge omitted)."""
    return np.cumsum((phi * width)[::-1])[::-1]


def log_attenuation(albedo, mu):
    """Smooth function of tau giving ln(S(0)/S(tau))."""
    s = signal_below(escape_function(albedo, mu))
    keep = edges[:-1] < 15.0
    return CubicSpline(edges[:-1][keep], np.log(s[0] / s[keep]))


def practical_eal(thickness, albedo, mu):
    """Practical EAL in nm at fixed inelastic mean free path lam."""
    total = lam * (1 - albedo)
    return thickness / (mu * log_attenuation(albedo, mu)(thickness / total))


def mean_depth_eal(albedo, mu):
    """Mean escape depth divided by mu, in units of lam."""
    phi = escape_function(albedo, mu)
    depth = np.sum(phi * width * middle) / np.sum(phi * width)
    return (1 - albedo) * depth / mu


# First-order coefficient of omega in the mean-escape-depth EAL
small = 0.01
slopes = {}
for mu in (1.0, np.cos(np.radians(45))):
    slope = (mean_depth_eal(0.0, mu) - mean_depth_eal(small, mu)) / small
    slopes[mu] = slope
    assert abs(slope - (1 - 1 / (4 * mu))) < 4e-3

# Thin-film limit: EAL = lam * sqrt(1 - albedo) at every angle
for albedo in (omega, 0.4):
    for mu in (1.0, 0.7, 0.4):
        phi = escape_function(albedo, mu)
        e2 = expn(2, edges)
        phi_surface = 1 + 0.5 * albedo * np.sum(phi * (e2[:-1] - e2[1:]))
        thin = (1 - albedo) * np.sum(phi * width) / (mu * phi_surface)
        assert abs(thin / np.sqrt(1 - albedo) - 1) < 1e-3
        if albedo == omega and mu == 1.0:
            thin_normal = lam * thin

# Linear formula against the transport solution
film_list = np.array([1.0, 2.0, 3.0, 4.0, 6.0])
eal_list = practical_eal(film_list, omega, 1.0)
assert np.max(np.abs(eal_list / L_formula - 1)) < 0.03
fit_albedo = np.linspace(0.05, 0.40, 8)
fit_films = lam * np.linspace(0.2, 2.0, 10)
fit_eal = np.array([practical_eal(fit_films, a, 1.0) for a in fit_albedo]) / lam
a_grid = np.repeat(fit_albedo[:, None], len(fit_films), axis=1)
fitted = np.sum(a_grid * (1 - fit_eal)) / np.sum(a_grid ** 2)
assert abs(fitted - 0.735) < 0.05

# Monte Carlo of time-reversed trajectories entering along the normal
rng = np.random.default_rng(12345)
film_mc = 3.0
beta = 1.0
asymmetry = -(beta / 2) * (3 * np.cos(np.radians(90)) ** 2 - 1) / 2


def monte_carlo_eal(elastic_mfp, draw_cosine, batches=20, size=30000):
    """EAL at film_mc: columns are isotropic and asymmetric photoemission."""
    results = []
    for _ in range(batches):
        z, u, w = np.zeros(size), np.ones(size), np.ones(size)
        score = np.zeros((2, 2))
        while z.size:
            step = rng.exponential(elastic_mfp, z.size)
            up = u < 0
            safe_u = np.where(np.abs(u) < 1e-12, 1e-12, u)
            end = np.where(up, np.minimum(step, -z / safe_u), step)
            source = 1 + asymmetry * (3 * u * u - 1) / 2
            for k, depth in enumerate((0.0, film_mc)):
                if k == 0:
                    low, high = 0.0, end
                else:
                    cross = np.clip((depth - z) / safe_u, 0, end)
                    low = np.where(up, 0.0, cross)
                    high = np.where(up, cross, end)
                part = w * (np.exp(-low / lam) - np.exp(-high / lam))
                score[k, 0] += part.sum()
                score[k, 1] += (part * source).sum()
            w = w * np.exp(-end / lam)
            alive = (end >= step) & (w > 1e-5)
            z = (z + u * step)[alive]
            u, w = u[alive], w[alive]
            c = draw_cosine(z.size)
            side = np.sqrt(np.clip((1 - u * u) * (1 - c * c), 0, None))
            u = u * c + side * np.cos(2 * np.pi * rng.random(z.size))
            u = np.clip(u, -1, 1)
        results.append(film_mc / np.log(score[0] / score[1]))
    results = np.array(results)
    return results.mean(axis=0), results.std(axis=0, ddof=1) / np.sqrt(batches)


iso, iso_err = monte_carlo_eal(lam_tr, lambda m: 2 * rng.random(m) - 1)
eal_3nm = float(practical_eal(film_mc, omega, 1.0))
assert abs(iso[0] - eal_3nm) < 4 * iso_err[0] + 0.002

# Screened Rutherford scattering with the same transport mean free path
elastic_mfp = 2.0


def mean_one_minus_cos(eta):
    return quad(lambda r: 2 * eta * r / (1 + eta - r), 0, 1, limit=200)[0]


eta = brentq(lambda x: mean_one_minus_cos(x) - elastic_mfp / lam_tr, 1e-3, 1.0)


def rutherford_cosine(m):
    r = rng.random(m)
    return 1 - 2 * eta * r / (1 + eta - r)


aniso, aniso_err = monte_carlo_eal(elastic_mfp, rutherford_cosine)
assert abs(aniso[0] / eal_3nm - 1) < 0.12

# Worked example: substrate peak reduced to 30 percent at normal emission
ratio = 0.30
log_ratio = np.log(1 / ratio)
t_formula = L_formula * log_ratio
t_straight = lam * log_ratio


def transport_thickness(mu):
    curve = log_attenuation(omega, mu)
    return lam_t * brentq(lambda x: float(curve(x)) - log_ratio, 1e-6, 10.0)


t_transport = transport_thickness(1.0)
assert abs(t_formula / t_transport - 1) < 0.03

# Substrate of different albedo under the same film
albedo_sub = 0.3
cut = int(np.argmin(np.abs(edges - film_mc / lam_t)))
layered = np.where(np.arange(n_cells) < cut, omega, albedo_sub)
bare = signal_below(escape_function(albedo_sub, 1.0))[0]
covered = signal_below(escape_function(layered, 1.0))[cut]
eal_layered = edges[cut] * lam_t / np.log(bare / covered)

lam_high = 1.1 * lam
L_high = lam_high * (1 - 0.735 * lam_high / (lam_high + lam_tr))
energy, inner_potential = 1400.0, 15.0
sin_in = np.sin(np.radians(45)) * np.sqrt(energy / (energy + inner_potential))
refraction = np.sqrt(1 - sin_in ** 2) / np.cos(np.radians(45)) - 1

print(f"inelastic mean free path = {lam:.1f} nm")
print(f"transport mean free path = {lam_tr:.1f} nm")
print(f"albedo omega = {omega:.4f} (dimensionless)")
print(f"total mean free path lam_t = {lam_t:.3f} nm")
print(f"EAL from linear formula = {L_formula:.3f} nm = {L_formula*1e-9:.3e} m")
print(f"EAL / inelastic mean free path = {L_formula/lam:.4f}")
for mu, slope in slopes.items():
    print(f"first-order coefficient, mu={mu:.4f}: numerical {slope:.4f},"
          f" derived {1-1/(4*mu):.4f}")
print(f"mean-escape-depth EAL, normal = {lam*mean_depth_eal(omega, 1.0):.3f} nm")
print(f"thin-film EAL: numerical {thin_normal:.4f} nm,"
      f" lam*sqrt(1-omega) {lam*np.sqrt(1-omega):.4f} nm")
for t, value in zip(film_list, eal_list):
    print(f"transport EAL at film {t:.0f} nm = {value:.3f} nm,"
          f" formula off by {100*(L_formula/value-1):+.1f} %")
print(f"fitted coefficient c = {fitted:.3f}"
      " (omega 0.05-0.40, film 0.2-2.0 lam, normal)")
print(f"Monte Carlo EAL, isotropic scattering, 3 nm film = {iso[0]:.4f}"
      f" +- {iso_err[0]:.4f} nm")
print(f"integral-equation EAL, 3 nm film = {eal_3nm:.4f} nm")
print(f"substrate signal ratio = {ratio:.2f}, ln(1/ratio) = {log_ratio:.4f}")
print(f"thickness from formula EAL = {t_formula:.3f} nm = {t_formula*1e-9:.3e} m")
print(f"thickness with lam alone = {t_straight:.3f} nm"
      f" ({100*(t_straight/t_formula-1):+.1f} % from formula)")
print(f"thickness from transport solution = {t_transport:.3f} nm")
print("Neglected effects:")
print(f"elastic mean free path = {elastic_mfp:.1f} nm, screening eta = {eta:.4f}")
print(f"EAL, forward-peaked scattering = {aniso[0]:.3f} +- {aniso_err[0]:.3f} nm"
      f" ({100*(aniso[0]/eal_3nm-1):+.1f} % from transport)")
print(f"EAL, beta={beta:.0f}, X-rays at 90 deg, isotropic scattering = {iso[1]:.3f} nm"
      f" ({100*(iso[1]/iso[0]-1):+.1f} %)")
print(f"EAL, substrate albedo {albedo_sub:.1f} = {eal_layered:.3f} nm"
      f" ({100*(eal_layered/eal_3nm-1):+.1f} %)")
for angle in (45, 60, 75):
    mu = np.cos(np.radians(angle))
    eal_angle = transport_thickness(mu) / (mu * log_ratio)
    print(f"transport EAL at {angle} deg, same signal ratio = {eal_angle:.3f} nm"
          f" (formula off by {100*(L_formula/eal_angle-1):+.1f} %)")
print(f"EAL if lam is 10 % larger = {L_high:.3f} nm"
      f" ({100*(L_high/L_formula-1):+.1f} %)")
print(f"refraction at 45 deg, {energy:.0f} eV, inner potential"
      f" {inner_potential:.0f} eV: thickness {100*refraction:+.2f} %")
print("OK")
```

Printed output:

```
inelastic mean free path = 3.0 nm
transport mean free path = 12.0 nm
albedo omega = 0.2000 (dimensionless)
total mean free path lam_t = 2.400 nm
EAL from linear formula = 2.559 nm = 2.559e-09 m
EAL / inelastic mean free path = 0.8530
first-order coefficient, mu=1.0000: numerical 0.7505, derived 0.7500
first-order coefficient, mu=0.7071: numerical 0.6472, derived 0.6464
mean-escape-depth EAL, normal = 2.543 nm
thin-film EAL: numerical 2.6833 nm, lam*sqrt(1-omega) 2.6833 nm
transport EAL at film 1 nm = 2.606 nm, formula off by -1.8 %
transport EAL at film 2 nm = 2.576 nm, formula off by -0.6 %
transport EAL at film 3 nm = 2.556 nm, formula off by +0.1 %
transport EAL at film 4 nm = 2.542 nm, formula off by +0.7 %
transport EAL at film 6 nm = 2.522 nm, formula off by +1.4 %
fitted coefficient c = 0.753 (omega 0.05-0.40, film 0.2-2.0 lam, normal)
Monte Carlo EAL, isotropic scattering, 3 nm film = 2.5573 +- 0.0013 nm
integral-equation EAL, 3 nm film = 2.5562 nm
substrate signal ratio = 0.30, ln(1/ratio) = 1.2040
thickness from formula EAL = 3.081 nm = 3.081e-09 m
thickness with lam alone = 3.612 nm (+17.2 % from formula)
thickness from transport solution = 3.076 nm
Neglected effects:
elastic mean free path = 2.0 nm, screening eta = 0.0324
EAL, forward-peaked scattering = 2.510 +- 0.001 nm (-1.8 % from transport)
EAL, beta=1, X-rays at 90 deg, isotropic scattering = 2.536 nm (-0.8 %)
EAL, substrate albedo 0.3 = 2.557 nm (+0.0 %)
transport EAL at 45 deg, same signal ratio = 2.602 nm (formula off by -1.7 %)
transport EAL at 60 deg, same signal ratio = 2.653 nm (formula off by -3.5 %)
transport EAL at 75 deg, same signal ratio = 2.749 nm (formula off by -6.9 %)
EAL if lam is 10 % larger = 2.777 nm (+8.5 %)
refraction at 45 deg, 1400 eV, inner potential 15 eV: thickness +0.53 %
OK
```
